Short-range-order diffuse scattering and effective pair interactions in binary alloys, part 2

In a Monte Carlo simulation of an fcc alloy with one quarter A atoms at 800 K, the diffuse intensity at X is 2.20 ± 0.03 times that of a random alloy. Simple mean-field theory predicts 3.41. The problem is how the interactions between atoms decide this intensity, and why the simple prediction is so far off.

The N sites R_i form a Bravais lattice with periodic boundaries and no long-range order. The occupation p_i is 1 for an A atom and 0 for a B atom, ⟨…⟩ is the thermal average over configurations, and

⟨p_i⟩ = c_A,  c_B = 1 − c_A,  δp_i = p_i − c_A.

The composition may fluctuate, as at fixed chemical potential. With R = R_j − R_i, also written R_ij, and P_AB(R) the probability that the site at R from an A atom holds a B atom,

α(R) = 1 − P_AB(R)/c_B,  ⟨δp_i δp_j⟩ = c_A c_B α(R).

For scattering vector q and scattering amplitudes f_A and f_B, the diffuse intensity is

I_diff(q) = N c_A c_B |f_A − f_B|² α(q),
α(q) = Σ_R α(R) cos(q·R).

Here α(R) = α(−R), and α(q) = 1 (the Laue level) for random occupation. With ⟨…⟩_q the mean over one Brillouin zone,

α(R) = ⟨α(q) cos(q·R)⟩_q,
⟨α(q)⟩_q = α(0) = 1.

On the fcc lattice with cubic lattice constant a, R = (a/2)(n₁, n₂, n₃) with an even sum of integers, and q = (2π/a)(h, k, l). Γ is (0, 0, 0) and X is (1, 0, 0). The sums of cos(q·R) over each shell at X are:

- (1,1,0), 12 sites: 4 with n₁ even and 8 odd, sum −4.
- (2,0,0), 6 sites: all even, sum +6.
- (2,1,1), 24 sites: 8 even and 16 odd, sum −8.
- (2,2,0), 12 sites: all even, sum +12.

The example takes neutron scattering lengths of 10 fm for A and 4 fm for B, listed as b_A and b_B in the computed results. The Laue level is then 6.75 fm²/sr = 67.5 mb/sr per atom.

**Second half: from pair interactions to diffuse intensity**

The first half gave the diffuse intensity per site as c_A c_B |f_A − f_B|² α(q). Here α(q) = Σ_R α(R) cos(q·R), and the Warren-Cowley parameters are defined by ⟨δp_i δp_j⟩ = c_A c_B α(R_ij). The occupation p_i is 1 for A and 0 for B, δp_i = p_i − c_A, and ⟨…⟩_q is the average over one Brillouin zone. The sum rule is ⟨α(q)⟩_q = α(R=0) = 1. This half relates α(q) to the energies of atom pairs. The relation is an approximation, and its error is worked out as well.

*One interaction from three pair energies*

Let v_AA, v_AB and v_BB be the energies of the three kinds of pair at a given separation. The total energy is

E = ½ Σ_(i≠j) [v_AA p_i p_j + v_AB (p_i + p_j − 2p_i p_j) + v_BB (1 − p_i)(1 − p_j)],

where p_i(1 − p_j) + p_j(1 − p_i) = p_i + p_j − 2p_i p_j has been used for the unlike pairs. Collecting powers of p, the bracket becomes

(v_AA + v_BB − 2v_AB) p_i p_j + (v_AB − v_BB)(p_i + p_j) + v_BB.

The last term is constant. The middle one, summed over neighbours, is the same multiple of p_i on every site, and so it merely shifts the chemical potential μ. What remains is

H = ½ Σ_(i≠j) V_ij p_i p_j − μ Σ_i p_i,
V = v_AA + v_BB − 2v_AB.

Replacing one like pair of each kind by two unlike pairs changes the energy by −V, so V > 0 favours unlike neighbours. Where an interaction W = V/2 is used instead, every V below becomes 2W. The Fourier transform is V(q) = Σ_(R≠0) V(R) cos(q·R).

*Fluctuations as a response*

Give each site its own chemical potential μ_i. With β = 1/kT, the mean occupation is

⟨p_i⟩ = Σ p_i exp(−βE + βΣ_j μ_j p_j) / Σ exp(−βE + βΣ_j μ_j p_j),

where the outer sums run over configurations. Differentiating the numerator with respect to μ_j brings down βp_j, and differentiating the denominator subtracts β⟨p_i⟩⟨p_j⟩:

∂⟨p_i⟩/∂μ_j = β(⟨p_i p_j⟩ − ⟨p_i⟩⟨p_j⟩) = β c_A c_B α(R_ij).

The last form holds in the uniform state. This relation is exact. Now apply a weak modulation δμ_j = ε cos(q·R_j) and set R_j = R_i + R. The response is

δ⟨p_i⟩ = β c_A c_B ε Σ_R α(R) [cos(q·R_i) cos(q·R) − sin(q·R_i) sin(q·R)].

The sine terms cancel between R and −R, so

δ⟨p_i⟩ = β c_A c_B α(q) ε cos(q·R_i).

Any theory of the mean occupation in a modulated field thereby gives a theory of the diffuse intensity.

*Mean field: the plain formula*

The terms of H that contain p_i are p_i(Σ_j V_ij p_j − μ_i). The factor ½ has gone because each pair occurs twice in the double sum. The mean-field approximation replaces the neighbours p_j by their means c_j. Site i then has two states, with energy Σ_j V_ij c_j − μ_i when occupied by A and 0 when occupied by B. The Boltzmann weights give

c_i/(1 − c_i) = exp[β(μ_i − Σ_j V_ij c_j)],
ln[c_i/(1 − c_i)] = β(μ_i − Σ_j V_ij c_j).

The derivative of the left side with respect to c_i is 1/c_i + 1/(1 − c_i) = 1/[c_i(1 − c_i)]. For small changes about the uniform state,

δc_i/(c_A c_B) = β(δμ_i − Σ_j V_ij δc_j).

Insert δμ_i = ε cos(q·R_i) and δc_i = C cos(q·R_i). The neighbour sum becomes V(q) C cos(q·R_i), for the same reason as above, and

C/(c_A c_B) = β[ε − V(q) C],
C = β c_A c_B ε/(1 + x(q)),  x(q) = β c_A c_B V(q).

Comparison with the exact response gives the Krivoglaz-Clapp-Moss formula in its plain form:

α(q) ≈ 1/(1 + x(q)).

Diffuse intensity is high where V(q) is low, at the composition waves that cost least energy. At high temperature x tends to zero and the Laue level returns. On cooling, the formula diverges when 1 + x first reaches zero at the minimum V_min of V(q), at kT = −c_A c_B V_min. This is where the uniform state becomes unstable against small composition waves within mean-field theory. The linear argument says nothing about large ones, so an ordered state may already have a lower mean-field free energy at a higher temperature. It is not a prediction of the real ordering temperature.

*Violation of the sum rule and its repair*

There is no interaction of a site with itself, so V(R=0) = 0 and ⟨x⟩_q = 0. The identity

1/(1 + x) = 1 − x + x²/(1 + x)

then gives

⟨1/(1 + x)⟩_q = 1 + ⟨x²/(1 + x)⟩_q > 1

whenever 1 + x is positive and the interactions do not vanish. The plain formula predicts too much total intensity.

The excess arises because the mean field on a site includes the site's own influence. A change δc_i alters neighbour k by −βc_A c_B V_ik δc_i, to leading order. Multiplied by −V_ik, this returns to site i as an extra field +βc_A c_B V_ik² δc_i. A site should not respond to a field that follows its own occupation. Onsager's correction removes such a field by a term λδc_i, the same for every site:

δc_i/(c_A c_B) = β(δμ_i − Σ_j V_ij δc_j + λδc_i).

For the modulation this becomes

C[1 − βc_A c_B λ + x(q)] = βc_A c_B ε,

and hence

α(q) ≈ 1/(G + x(q)),  G = 1 − βc_A c_B λ.

The constant is fixed by requiring ⟨1/(G + x)⟩_q = 1. To leading order, cancelling the returned field needs λ = −βc_A c_B Σ_R V(R)², which makes G larger than 1:

G ≈ 1 + (βc_A c_B)² Σ_R V(R)² = 1 + ⟨x²⟩_q.

The sum rule gives the same result: with G = 1 + g, expansion to second order yields 1 − g + ⟨x²⟩_q = 1.

Numerically, the zone average of 1/(G + x) falls steadily as G rises, so a bracketed root search starting just above −x_min finds G, where x_min is the least value of x. On a finite mesh that contains the minimum, the term at the minimum diverges as G approaches −x_min, so a root always exists. For an infinite crystal in three dimensions the average becomes an integral. Near an isolated quadratic minimum of V(q) the integrand then behaves as 1/|q − q_min|², whose integral over d³q is finite. The limiting value, [kT/(c_A c_B)] ⟨1/(V(q) − V_min)⟩_q, is proportional to T. At low enough temperature it falls below 1, and then no solution exists.

A different repair multiplies the plain formula by a constant K = 1/⟨1/(1 + x)⟩_q. It restores the mean intensity but leaves the ratio of peak to background as it was. Onsager's constant lowers this ratio too.

*Inversion*

The corrected formula can be solved for the interaction:

βc_A c_B V(q) = 1/α(q) − G.

Multiply by cos(q·R) and average over the zone. For R ≠ 0 the constant averages to zero, so

V(R) = [kT/(c_A c_B)] ⟨cos(q·R)/α(q)⟩_q.

G need not be known. If the rescaled form is inverted instead, 1/α = (1 + x)/K, and the interactions come out multiplied by K = 1/⟨1/α⟩_q. The two conventions must not be mixed. An intensity in wrong units spoils the result in inverse proportion: if α is too large by a factor s, every V(R) comes out too small by that factor. The sum rule fixes the scale. Noise also matters: if a measured α carries a relative error η of zero mean, then 1/(1 + η) averages to about 1 + ⟨η²⟩, so 1/α is biased upwards. Averaging over symmetry-related wave vectors before taking the reciprocal reduces this bias.

*How accurate the link is at high temperature*

Write κ = c_A c_B, and expand about a random alloy of the same composition. Averages in that alloy carry the subscript 0. There the sites are independent, with

⟨δp⟩₀ = 0,  ⟨δp²⟩₀ = κ,
⟨δp³⟩₀ = c_A c_B³ − c_B c_A³ = κ(c_B² − c_A²) = κ(1 − 2c_A).

Apart from linear terms, the energy is U, the sum over pairs of V_ij δp_i δp_j. A uniform field h, also multiplying δp, keeps the composition fixed. For two different sites a and b,

⟨δp_a δp_b⟩ = ⟨δp_a δp_b exp(−βU + βhΣ_i δp_i)⟩₀ / ⟨exp(−βU + βhΣ_i δp_i)⟩₀.

An average ⟨…⟩₀ vanishes if any site occurs in it once. At first order the pair ab alone survives in U:

−β⟨δp_a δp_b U⟩₀ = −βκ²V_ab, so α(R) ≈ −βκV(R).

Since ⟨δp_a U⟩₀ = 0, no field is needed at first order, and βh begins at order β². Its direct contribution ⟨δp_a δp_b δp_i⟩₀ is zero for every i, so it does not enter at second order. Nor does the denominator, because the zeroth-order numerator ⟨δp_a δp_b⟩₀ is zero and ⟨U⟩₀ = 0. There remains ½β²⟨δp_a δp_b U²⟩₀, with two kinds of surviving product:

- the pair ab taken twice: V_ab² ⟨δp³⟩₀² = V_ab² κ²(1 − 2c_A)²;
- the pairs ak and kb through a third site k, in two orders: 2V_ak V_kb κ³.

Dividing by κ gives the second-order part of α:

α₂(R) = ½β²κ(1 − 2c_A)² V(R)² + β²κ² Σ_k V_ak V_kb.

The Onsager form expands as 1/(G + x) = 1 − g − x + x² + …, with g of order β². For R ≠ 0, the Fourier component of x² is the sum over k, which the formula therefore contains. What it misses at this order is the first term of α₂. That term vanishes at c_A = ½, where the error starts at third order or later.

In exact enumerations of a ten-site ring, halving β reduces the error of the Onsager form by a factor of 4.02 at c_A = 0.3. With the missed term added the factor is 7.96, close to the 8 expected of a third-order error. The numerical check also checks the response theorem and the mean-field solution numerically.

*The fcc alloy at 800 K*

The first-neighbour interaction is V₁ = 50 meV, the second-neighbour one V₂ = −10 meV, and more distant ones are zero. Using the shell sums at X from the first half,

V(X) = −4 × 50 + 6 × (−10) = −260 meV.

With kT = 68.94 meV, βc_A c_B = 0.1875/68.94 = 0.002720 per meV, so x(X) = −0.707. The sum rule gives G = 1.172; the leading-order estimate is 1 + 0.002720² × (12 × 50² + 6 × 10²) ≈ 1.23. The zone average of the plain formula is 1.259. The three predictions for X are

plain: 1/(1 − 0.707) ≈ 3.41,
rescaled: 3.41/1.259 ≈ 2.71,
Onsager: 1/(1.172 − 0.707) ≈ 2.15.

Relative to the simulated 2.20 ± 0.03, the plain value is 55 per cent too high, the rescaled one 23 per cent too high and the Onsager one 2 per cent too low. The last difference is about two standard errors. The plain formula is working here at 800 K, not far above its own divergence at 566 K, and a small denominator magnifies any error in its constant term.

At other points V(q), the Onsager value and the simulated value are:

- Γ: 540 meV; 0.379; 0.395 ± 0.009.
- W = (1, ½, 0): −220 meV; 1.74; 1.74 ± 0.02.
- L = (½, ½, ½): 60 meV; 0.749; 0.736 ± 0.005.

First-neighbour interactions alone give −4V₁ at both X and W. The second-neighbour term, 6V₂ at X and 2V₂ at W, places the maximum at X because V₂ is negative.

The signs of α(R) should not be read as signs of V(R). For the second shell the first-order law gives 0.002720 × 10 ≈ 0.027, whereas the simulation gives 0.074. The four first neighbours shared by two such sites add 4 × (0.002720 × 50)² ≈ 0.074 at second order. This term is larger than the first-order one, and the two together overshoot the simulated value. The expansion cannot be trusted for numbers at this temperature: at Γ, x = 0.002720 × 540 ≈ 1.47 exceeds G = 1.172, so the series of 1/(G + x) in powers of x does not converge there. The term does show that, at second order, V₁ alone favours like atoms in the second shell. The third and fourth shells have no interaction at all, yet their α(R) are not zero.

Inverting the simulated α(q) returns V₁ = 47.9 ± 0.1 meV and V₂ = −11.5 ± 0.1 meV. The first is 4 per cent below the value put in, and the second is 15 per cent too large in magnitude. A larger cell of 10 × 10 × 10 cubic cells gives 48.1 and −11.3 meV, so both values are uncertain by about 0.2 meV, and the excess in V₂ is 13 to 15 per cent. The deviations from the values put in far exceed this uncertainty. The missed second-order term raises α(R), and through V ≈ −kTα/κ it lowers the recovered interaction by

½βV²(1 − 2c_A)² = 50² × 0.25/(2 × 68.94) ≈ 4.5 meV for V₁.

It has the right sign but is about twice the observed shift, so higher orders matter. For V₂ the same term is 0.2 meV and does not explain the 1.5 meV found. The rest lies beyond second order, and its origin is not identified here.

Interactions obtained in this way are effective ones. They reproduce α(q) through the Onsager formula, and they absorb whatever the formula omits, including any forces among three or more atoms. They therefore belong to the composition and temperature of the data. In a real alloy with atoms of different size they also contain strain-mediated interactions, which can be of long range and are absent from the rigid-lattice example. If accuracy better than that seen here is needed, they can serve as starting values for a simulation whose interactions are adjusted until its α(q) matches the data.

Computed results

```
ring: largest relative intensity error 2.8e-15
ring: error ratio when beta is halved
  c=0.3 linear law           4.00
  c=0.3 Onsager form         4.02
  c=0.3 with missed term     7.96
  c=0.5 Onsager form         8.13
fcc model: c_A = 0.25, T = 800 K, kT = 68.939 meV
V1 = 50.0 meV, V2 = -10.0 meV
b_A = 10.0 fm, b_B = 4.0 fm
c_A c_B = 0.1875, c_A c_B/kT = 0.002720 per meV
x at X = -0.7072
plain form diverges at T = 565.7 K
zone average of plain form = 1.2589
Onsager constant G = 1.1721
Monte Carlo: 2048 sites, 6000 sweeps, c_A = 0.25020
point: V(q) in meV, alpha Onsager, alpha Monte Carlo, error
  Gamma    540.0   0.3787   0.3949  0.0093
  X       -260.0   2.1509   2.2025  0.0265
  W       -220.0   1.7430   1.7354  0.0159
  L         60.0   0.7489   0.7356  0.0048
alpha at X, plain form    = 3.4147
alpha at X, rescaled form = 2.7125
shell (a/2): sites, alpha Onsager, alpha Monte Carlo, error
  (1, 1, 0)  12  -0.09829  -0.09643  0.00011
  (2, 0, 0)   6   0.07160   0.07352  0.00020
  (2, 1, 1)  24   0.01072   0.00937  0.00009
  (2, 2, 0)  12   0.01376   0.01451  0.00015
P_AB first shell, Monte Carlo = 0.8221
series at X to fourth shell, Monte Carlo = 1.9260
Laue level = 6.750 fm^2/sr = 67.5 mb/sr per atom
diffuse at X, Onsager = 14.52 fm^2/sr = 145 mb/sr
diffuse at X, Monte Carlo = 14.87 fm^2/sr = 149 mb/sr
V1 from inverted Monte Carlo = 47.91 +- 0.09 meV
V2 from inverted Monte Carlo = -11.51 +- 0.10 meV
V1 expected from missed second-order term alone = 45.47 meV
```
